# Water pressure for half proton compensation in acceptor-doped barium zirconate

## Problem

Barium zirconate, BaZrO$_3$, is doped with acceptors on the zirconium site, for example yttrium. Let $A$ be the number of acceptors per formula unit. Each has charge $-1$ relative to the perfect crystal, in units of the elementary charge. In dry gas this charge is compensated by oxygen vacancies of charge $+2$. In wet gas, water fills vacancies and leaves protons, each bound to an oxygen ion as a hydroxide of charge $+1$:

$$
\mathrm{H_2O}+\text{vacancy}+\text{oxygen ion}\;\rightleftharpoons\;2\,\text{hydroxides}.
$$

The charge is $+2$ on both sides, and no element changes its oxidation state, so no electrons are exchanged.

Write $h$, $v$ and $o$ for the numbers of hydroxides, vacancies and intact oxygen ions per formula unit. Let $p$ be the water pressure divided by 1 bar, and $K$ the equilibrium constant of the reaction, so that

$$
Kp=\frac{h^2}{v\,o}. \tag{1}
$$

At what value of $Kp$ do protons compensate half of the acceptor charge in a dilute crystal, and is that value unique? What water pressure does this mean for $A=0.02$ at 873 K?

Assume that the acceptor content is fixed, that electrons and holes are negligible, that the vapour is ideal and in equilibrium with the crystal, and that defects are placed at random without interacting. Dilute means $A\ll1$.

## First estimate by scaling

At half compensation, protons and vacancies both carry a sizeable part of the charge, so $h$ and $v$ are both of order $A$. Nearly all oxygen sites remain intact, so $o$ is of order one. Equation (1) then gives

$$
Kp\sim\frac{A^2}{A\cdot1}=A.
$$

The required pressure is thus proportional to the doping. The reason is that two protons form from one vacancy: the numerator of (1) is quadratic in the defect content and the denominator is linear. The estimate leaves the numerical factor open.

## Exact solution of the model

**Mass action.** Equation (1) follows from counting. Take $N$ formula units with $M=AN$ acceptors and $n$ absorbed water molecules. Each molecule makes two hydroxides and removes one vacancy. The dry crystal has $M/2$ vacancies, so

$$
N_{\rm OH}=2n,\qquad N_V=\frac M2-n .
$$

There are $3N$ oxygen sites in all, hence

$$
N_O=3N-2n-\left(\frac M2-n\right)=3N-\frac M2-n .
$$

The number of arrangements is

$$
W(n)=\frac{(3N)!}{N_{\rm OH}!\,N_V!\,N_O!}.
$$

Let $\Delta H$ and $\Delta S$ be the enthalpy and entropy of the reaction per water molecule, with vapour at 1 bar and without the entropy of arrangement already counted in $W$. Proton orientations and vibrations belong to $\Delta S$. In an ideal vapour the chemical potential of water is its value at 1 bar plus $k_BT\ln p$. Each absorbed molecule therefore contributes the Boltzmann factor

$$
\exp\left[-\frac{\Delta H-T\Delta S-k_BT\ln p}{k_BT}\right]=Kp,
\qquad
K=\exp\left[-\frac{\Delta H-T\Delta S}{k_BT}\right].
$$

The state with $n$ molecules has total weight $W(n)(Kp)^n$. At the maximum, one more molecule leaves the weight unchanged. Since $N_{\rm OH}$ rises by two while $N_V$ and $N_O$ each fall by one,

$$
1=Kp\,\frac{W(n+1)}{W(n)}
=Kp\,\frac{N_V N_O}{(N_{\rm OH}+1)(N_{\rm OH}+2)} .
$$

For a large crystal the 1 and the 2 are negligible beside $N_{\rm OH}$. Dividing all numbers by $N$ gives (1).

**Neutrality.** The positive charge must equal the acceptor charge:

$$
h+2v=A. \tag{2}
$$

Let $\theta=h/A$ be the share of the acceptor charge compensated by protons. Then $h=A\theta$, and (2) gives $v=A(1-\theta)/2$.

**The half point.** In the dilute limit $o=3$, because a formula unit has three oxygen sites. Substitution in (1) gives

$$
Kp=\frac{A^2\theta^2}{3A(1-\theta)/2}
=\frac{2A\theta^2}{3(1-\theta)}. \tag{3}
$$

At $\theta=1/2$,

$$
Kp=\frac{2A\cdot\frac14}{3\cdot\frac12}=\frac A3. \tag{4}
$$

The logarithm of the right side of (3) has the derivative

$$
\frac{d\ln(Kp)}{d\theta}=\frac2\theta+\frac1{1-\theta}>0 .
$$

As $\theta$ goes from 0 to 1, the right side of (3) therefore rises steadily from zero to infinity, and each value of $Kp$ belongs to one $\theta$. Protons compensate half the acceptor charge if and only if $Kp=A/3$.

"Half" refers to charge. At this point $h=A/2$ and $v=A/4$, so two thirds of the positive defects are protons.

**Other pressures.** With $\kappa=3Kp/(2A)$, equation (3) reads $\theta^2=\kappa(1-\theta)$, or $\theta^2+\kappa\theta-\kappa=0$. The positive root is

$$
\theta=\frac{-\kappa+\sqrt{\kappa^2+4\kappa}}2 . \tag{5}
$$

For small $\kappa$, $\theta\approx\sqrt\kappa$: the proton content grows as the square root of the pressure. For large $\kappa$, $1-\theta\approx1/\kappa$: the remaining vacancies vanish inversely with pressure.

**Finite doping.** Without the step $o=3$, the half point has $o=3-A/2-A/4=3(1-A/4)$, and (1) becomes

$$
Kp=\frac{A^2/4}{(A/4)\,3(1-A/4)}=\frac{A/3}{1-A/4}.
$$

For $A=0.02$ this raises the required pressure by 0.5 percent. Conversely, if $Kp$ is kept at $A/3$, $\ln(Kp)$ is too small by about $A/4=0.005$. The derivative above equals $4+2=6$ at the half point, so $\theta$ falls short of 0.5 by about $0.005/6=0.0008$. A numerical sum over all $n$ with weights $W(n)(Kp)^n$, for $N=2\,000\,000$ and $M=40\,000$, gives a mean share of 0.4992, in agreement.

## Numbers, and comparison with the estimate

Take $\Delta H=-0.8$ eV and $\Delta S=-0.9$ meV/K, rough typical values for yttrium-doped BaZrO$_3$. At 873 K, $k_BT=0.0752$ eV, and

$$
K=\exp(10.634-10.444)=1.21,\qquad
p=\frac{A}{3K}=\frac{0.006667}{1.2094}=0.00551 .
$$

The pressure is 5.5 mbar, or 4.1 Torr.

The scaling estimate $Kp\sim A$ has the correct dependence on doping but gives three times this pressure, about 12 Torr. The factor follows from the numbers that scaling set to one: $h^2/v=(A/2)^2/(A/4)=A$ has no extra factor, so the whole discrepancy comes from the three oxygen sites per formula unit. At the estimated pressure, $\kappa=3/2$, and (5) gives a proton share of 0.69 instead of 0.50.

At one tenth of the correct half-point pressure the share is 0.20, and at ten times that pressure it is 0.85. Hydration is thus a gradual change over decades of pressure.

One can also fix the gas and ask for the temperature. Setting $K=A/(3p)$ and taking the logarithm gives

$$
-\frac{\Delta H}{k_BT}+\frac{\Delta S}{k_B}=\ln\frac A{3p}
\quad\Longrightarrow\quad
T=\frac{\Delta H}{\Delta S-k_B\ln[A/(3p)]}.
$$

For 20 Torr, $p=0.0267$ and $A/(3p)=0.250$, so $T\approx1025$ K. Because $\Delta H$ is negative, $K$ falls on heating. At this fixed pressure, protons carry more than half the charge below 1025 K and less above it.

## Where the result fails

**Binding to acceptors.** Opposite charges attract, and a small $A$ alone does not make this harmless. Suppose that an acceptor can hold one defect, a proton or a vacancy, on one of its six neighbouring oxygen sites. Let the binding energies be $E_h$ and $E_v$, with $b_h=e^{E_h/k_BT}$ and $b_v=e^{E_v/k_BT}$. Let $a$ be the content of unoccupied acceptors, and $h_f$ and $v_f$ the contents of unbound protons and vacancies.

An ordinary oxygen site holds an unbound proton with probability $h_f/3$. Six sites, each favoured by $b_h$, give a bound content $6ab_hh_f/3=2ab_hh_f$. The same argument holds for vacancies, so

$$
h=h_f(1+2ab_h),\qquad v=v_f(1+2ab_v).
$$

Let $K$ now refer to unbound defects, $Kp=h_f^2/(3v_f)$. With $h=A/2$ and $v=A/4$,

$$
Kp=\frac A3\,\frac{1+2ab_v}{(1+2ab_h)^2}. \tag{6}
$$

The value of $a$ follows from counting the acceptors,

$$
a+\frac A2\,\frac{2ab_h}{1+2ab_h}+\frac A4\,\frac{2ab_v}{1+2ab_v}=A,
$$

solved here by a numerical root search. At 873 K and fixed $K$, the half-point pressure is multiplied by these factors:

| $A$ | $E_h=E_v=0.3$ eV | $E_h=0.3$, $E_v=0.5$ eV |
|---|---|---|
| 0.02 | 0.44 | 3.8 |
| 0.002 | 0.84 | 2.5 |
| 0.0002 | 0.98 | 1.24 |

If the $K$ of the example is taken as the constant for unbound defects, the pressure at $A=0.02$ becomes 1.8 Torr in the first case and 16 Torr in the second. Equation (6) also counts the sites beside acceptors as ordinary sites; at $A=0.02$ this makes the factors too small by 2 to 4 percent. Even the direction of the shift depends on the binding energies. Equal binding favours protons, because two of them form from each vacancy; sufficiently stronger vacancy binding reverses this. Within this model of binding, result (4) therefore holds when $2Ab_h\ll1$ and $2Ab_v\ll1$ as well as $A\ll1$. In a real crystal the long-range forces discussed below must be weak too. With stronger binding it holds only if the numerator and denominator in (6) happen to cancel.

If $K$ is instead defined from the total contents, as $h^2/(3vp)$, then (4) holds at the half point by definition. That $K$ contains the binding and can change with doping and pressure. A constant fitted to the measured total water uptake is of this kind, so the factors in the table must not be applied to it. Typical values of $\Delta H$ and $\Delta S$ for this material, like those of the example, usually come from such fits. The 1.8 and 16 Torr above therefore show only the size of the binding effect; they are not corrections to the 4.1 Torr.

**Holes.** If holes carry a share $\eta<1/2$ of the acceptor charge, neutrality becomes $h+2v=A(1-\eta)$. At $h=A/2$ this leaves $v=A(1-2\eta)/4$, and the required $Kp$ is $A/[3(1-2\eta)]$. A share of 0.01 raises the pressure by 2 percent.

**Long-range forces.** For a rough lattice constant of 4.2 angstrom, the cube root of the volume per acceptor is $R=4.2\,A^{-1/3}=15.5$ angstrom. With a rough relative permittivity $\varepsilon=40$, two unit charges at this distance have the energy $1/(\varepsilon R)$ in atomic units, or 0.023 eV. This is 0.31 of $k_BT$, and twice that for a vacancy and an acceptor. It is a measure of the neglected interaction, not a computed pressure correction, and it is not small. It falls only as $A^{1/3}$ on dilution, and with random placement nearly every acceptor has another one closer than $R$.

**Real material.** Yttrium-doped BaZrO$_3$ for proton-conducting ceramics usually has $A$ of roughly 0.1 to 0.2, far above the example, while 873 K is a typical temperature of use. Random placement without binding is a doubtful assumption here: already at $A=0.02$ the binding energies tried above move the pressure by factors of about 0.44 and 3.8 at fixed $K$ for unbound defects. The enthalpy matters too, since making it less negative by 0.05 eV raises the pressure by a factor $e^{0.05/0.0752}=1.9$. The value of 4.1 Torr is the ideal dilute result for the stated parameters, not a prediction for a given sample.
